# Angular Densities of Spinor Spherical Harmonics and Filled j Subshells: a program that tests the result

```python
# Result under test: the angular density of a spinor spherical harmonic,
# summed over spin, depends only on j and |m|. It is the same for l = j-1/2
# and l = j+1/2, so p1/2 is spherical like s1/2, and the sum over all m of
# one j is the constant (2j+1)/(4 pi).
# Symbols: l orbital, j total angular momentum, m its z projection (stored as
# twoj = 2j, twom = 2m); kappa = -(l+1) for j = l+1/2 and l for j = l-1/2;
# P, Q large and small radial functions; eps energy without rest energy.
# Spinors come from diagonalizing J^2 and J_z, not from the closed formulas.
# Algebra is in atomic units; printed numbers are in eV and angstrom.
import numpy as np
from math import factorial, pi, sqrt, log
from scipy.special import lpmv
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.constants import physical_constants, fine_structure

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
C = 1.0 / fine_structure
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def sph_harm(l, m, theta, phi):
    a = abs(m)
    if a > l:
        return np.zeros_like(theta, dtype=complex)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, np.cos(theta)) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1)**a * np.conj(y)


def coupled_states(l):
    """Eigenvectors of J^2 and J_z in the product basis Y_lm times spin."""
    ml = np.arange(l, -l - 1, -1).astype(float)
    raising = np.diag(np.sqrt(l*(l + 1) - ml[1:]*(ml[1:] + 1)), 1)
    orbital = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
               np.diag(ml)]
    total = [np.kron(orbital[a], np.eye(2))
             + np.kron(np.eye(2*l + 1), PAULI[a] / 2) for a in range(3)]
    j_squared = sum(t @ t for t in total)
    # The factor 100 keeps all eigenvalues of the combination distinct.
    _, vectors = np.linalg.eigh(100 * j_squared + total[2])
    states = {}
    for v in vectors.T:
        jj = np.vdot(v, j_squared @ v).real
        twoj = int(round(2 * (sqrt(jj + 0.25) - 0.5)))
        twom = int(round(2 * np.vdot(v, total[2] @ v).real))
        states[(twoj, twom)] = v.reshape(2*l + 1, 2)
    assert len(states) == 2 * (2*l + 1)
    return states


STATES = {l: coupled_states(l) for l in range(6)}


def spinor(l, twoj, twom, theta, phi):
    y = np.array([sph_harm(l, m, theta, phi) for m in range(l, -l - 1, -1)])
    return np.einsum("ms,mn->sn", STATES[l][(twoj, twom)], y)


def density(field):
    return np.sum(np.abs(field)**2, axis=0)


def density_formula(twoj, twom, theta):
    j, m, l = twoj / 2, twom / 2, (twoj - 1) // 2
    up = np.abs(sph_harm(l, (twom - 1) // 2, theta, 0*theta))**2
    down = np.abs(sph_harm(l, (twom + 1) // 2, theta, 0*theta))**2
    return ((j + m) * up + (j - m) * down) / (2*j)


def mismatch_up_to_phase(a, b):
    """Largest pointwise difference after one common unit phase is removed."""
    overlap = np.vdot(b, a)
    return np.max(np.abs(a - overlap / abs(overlap) * b))


rng = np.random.default_rng(7)
theta = np.arccos(rng.uniform(-1, 1, 40))
phi = rng.uniform(0, 2*pi, 40)
unit = np.array([np.sin(theta)*np.cos(phi), np.sin(theta)*np.sin(phi),
                 np.cos(theta)])
pole = np.array([0.0])
points = rng.uniform(0.8, 2.5, 40) * unit


def sigma_p_on_orbital(l, twoj, twom, h=1e-4):
    """Cartesian finite differences of sigma.p acting on r exp(-r) Omega."""
    def field(x):
        r = np.sqrt(np.sum(x**2, axis=0))
        return r * np.exp(-r) * spinor(l, twoj, twom, np.arccos(x[2] / r),
                                       np.arctan2(x[1], x[0]))
    result = 0
    for a in range(3):
        step = np.zeros((3, 1))
        step[a] = h
        slope = (field(points + step) - field(points - step)) / (2*h)
        result = result - 1j * PAULI[a] @ slope
    return result


worst_density = worst_sum = 0.0
for twoj in (1, 3, 5, 7, 9):
    j, low = twoj / 2, (twoj - 1) // 2
    for l in (low, low + 1):
        partner_l = twoj - l
        kappa = -(l + 1) if l == low else l
        filled = np.zeros(40)
        weight_per_ml = np.zeros(2*l + 1)
        for twom in range(-twoj, twoj + 1, 2):
            m = twom / 2
            coeff = STATES[l][(twoj, twom)]
            up_weight = np.sum(np.abs(coeff[:, 0])**2)
            expected = (j + m)/(2*j) if l == low else (j + 1 - m)/(2*j + 2)
            assert abs(up_weight - expected) < 1e-10
            omega = spinor(l, twoj, twom, theta, phi)
            partner = spinor(partner_l, twoj, twom, theta, phi)
            reverse = spinor(l, twoj, -twom, theta, phi)
            deviation = np.max(np.abs(density(omega)
                                      - density_formula(twoj, twom, theta)))
            worst_density = max(worst_density, deviation)
            # sigma.r_hat exchanges the two l values of the same j and m
            turned = np.einsum("an,ast,tn->sn", unit, PAULI, omega)
            assert mismatch_up_to_phase(turned, partner) < 1e-10
            # time reversal exchanges m and -m
            flipped = -1j * PAULI[1] @ np.conj(omega)
            assert mismatch_up_to_phase(flipped, reverse) < 1e-10
            # sigma.p produces the partner spinor with the stated radial factor
            r = np.sqrt(np.sum(points**2, axis=0))
            radial = (1 - r)*np.exp(-r) + (1 + kappa)*np.exp(-r)
            assert mismatch_up_to_phase(sigma_p_on_orbital(l, twoj, twom),
                                        radial * partner) < 5e-6
            at_pole = density(spinor(l, twoj, twom, pole, pole))[0]
            pole_value = (j + 0.5)/(4*pi) if abs(twom) == 1 else 0.0
            assert abs(at_pole - pole_value) < 1e-10
            filled += density(omega)
            weight_per_ml += np.sum(np.abs(coeff)**2, axis=1)
        assert np.allclose(weight_per_ml, (2*j + 1)/(2*l + 1), atol=1e-10)
        worst_sum = max(worst_sum, np.max(np.abs(filled - (2*j+1)/(4*pi))))
assert worst_density < 1e-10 and worst_sum < 1e-10

# Explicit polynomials in cos(theta), against the diagonalized spinors
c2 = np.cos(theta)**2
s2 = 1 - c2
polynomials = {(1, 1): 1/(4*pi) + 0*c2,
               (3, 1): (1 + 3*c2)/(8*pi), (3, 3): 3*s2/(8*pi),
               (5, 1): 3*(5*c2**2 - 2*c2 + 1)/(16*pi),
               (5, 3): 3*s2*(1 + 15*c2)/(32*pi), (5, 5): 15*s2**2/(32*pi)}
for (twoj, twom), poly in polynomials.items():
    upper_l = (twoj + 1) // 2
    assert np.allclose(density(spinor(upper_l, twoj, twom, theta, phi)), poly,
                       atol=1e-10)

# Superpositions: every p1/2 state is spherical, a random p3/2 state is not
spread = {}
for twoj in (1, 3):
    amp = rng.normal(size=twoj + 1) + 1j * rng.normal(size=twoj + 1)
    amp /= np.linalg.norm(amp)
    mixed = sum(a * spinor(1, twoj, tm, theta, phi)
                for a, tm in zip(amp, range(-twoj, twoj + 1, 2)))
    d = density(mixed)
    spread[twoj] = (d.max() - d.min()) * 4*pi
assert spread[1] < 1e-10 and spread[3] > 0.1

# The spin density of p1/2 is not spherical; its parts are cos^2 and sin^2
p_half = np.abs(spinor(1, 1, 1, theta, phi))**2
assert np.allclose(p_half[0], c2/(4*pi), atol=1e-10)
assert np.allclose(p_half[1], s2/(4*pi), atol=1e-10)
assert np.allclose(p_half[0] - p_half[1], np.cos(2*theta)/(4*pi), atol=1e-10)

# One-electron Yb ion: numerical solution of the radial Dirac equations
Z = 70
R_EVAL = 4.0 / Z
E_NONREL = -Z**2 / 8.0


def integrate_radial(kappa, eps, samples=None):
    """Outward and inward solutions in x = ln r, both ending at R_EVAL."""
    def rhs(x, y):
        r = np.exp(x)
        local = (eps*r + Z) / C
        return [-kappa*y[0] + (2*C*r + local)*y[1], kappa*y[1] - local*y[0]]
    gamma = sqrt(kappa**2 - (Z/C)**2)
    decay = sqrt(-eps * (2 + eps/C**2))
    starts = [(log(1e-8), [1.0, C*(gamma + kappa)/Z]),
              (log(35/decay), [1.0, -decay/(2*C + eps/C)])]
    pieces = []
    for x0, y0 in starts:
        x1 = log(R_EVAL)
        grid = None if samples is None else np.linspace(x0, x1, samples)
        sol = solve_ivp(rhs, (x0, x1), y0, method="DOP853", t_eval=grid,
                        rtol=1e-10, atol=1e-14)
        assert sol.success
        pieces.append((sol.t, sol.y))
    return pieces


def matching_error(eps, kappa):
    (_, out), (_, inn) = integrate_radial(kappa, eps)
    a = out[:, -1] / np.linalg.norm(out[:, -1])
    b = inn[:, -1] / np.linalg.norm(inn[:, -1])
    return a[0]*b[1] - a[1]*b[0]


def solve_orbital(kappa):
    eps = brentq(matching_error, 1.3*E_NONREL, 0.95*E_NONREL, args=(kappa,),
                 xtol=1e-8)
    (xo, out), (xi, inn) = integrate_radial(kappa, eps, 2001)
    inn = inn * np.dot(out[:, -1], inn[:, -1]) / np.dot(inn[:, -1], inn[:, -1])
    xi, inn = xi[::-1], inn[:, ::-1]

    def integral(power, rows):
        return sum(simpson(np.sum(y[rows]**2, axis=0)*np.exp((power + 1)*x),
                           x=x) for x, y in ((xo, out), (xi, inn)))
    norm = integral(0, [0, 1])
    return {"eps": eps, "mean_r": integral(1, [0, 1]) / norm,
            "small": integral(0, [1]) / norm,
            "P": out[0, -1] / sqrt(norm), "Q": out[1, -1] / sqrt(norm)}


def coulomb_energy(n, kappa):
    gamma = sqrt(kappa**2 - (Z/C)**2)
    nr = n - abs(kappa)
    return C**2 * ((gamma + nr) / sqrt((gamma + nr)**2 + (Z/C)**2) - 1)


orbitals = {"2s1/2": (-1, 0, 1), "2p1/2": (1, 1, 1), "2p3/2": (-2, 1, 3)}
results = {}
for name, (kappa, l, twoj) in orbitals.items():
    res = solve_orbital(kappa)
    res["formula"] = coulomb_energy(2, kappa)
    assert abs(res["eps"] / res["formula"] - 1) < 1e-7
    # virial relation for a Coulomb field
    assert abs(res["small"] / (-res["eps"] / (2*C**2)) - 1) < 1e-5
    results[name] = res
gamma_2 = sqrt(4 - (Z/C)**2)
assert abs(results["2p3/2"]["mean_r"] / ((2*gamma_2 + 1)/Z) - 1) < 1e-6

TO_ANG3 = 1 / BOHR_ANG**3


def orbital_parts(name, twom, th, ph):
    """Densities of the four components at R_EVAL, per cubic angstrom."""
    _, l, twoj = orbitals[name]
    res = results[name]
    psi = np.concatenate([res["P"] * spinor(l, twoj, twom, th, ph),
                          1j*res["Q"] * spinor(twoj - l, twoj, twom, th, ph)])
    return np.abs(psi / R_EVAL)**2 * TO_ANG3


average = {}
for name, (_, l, twoj) in orbitals.items():
    res = results[name]
    average[name] = (res["P"]**2 + res["Q"]**2)/(4*pi*R_EVAL**2)*TO_ANG3
    for twom in range(-twoj, twoj + 1, 2):
        full = orbital_parts(name, twom, theta, phi).sum(axis=0)
        shape = 4*pi * density_formula(twoj, twom, theta)
        assert np.allclose(full, average[name]*shape, rtol=1e-9, atol=1e-8)

angles = np.radians([0.0, 45.0, 90.0])
zero = np.zeros(3)
half = orbital_parts("2p3/2", 1, angles, zero).sum(axis=0)
three_half = orbital_parts("2p3/2", 3, angles, zero).sum(axis=0)
closed = sum(orbital_parts("2p3/2", tm, angles, zero).sum(axis=0)
             for tm in (-3, -1, 1, 3))
hole = closed - half
assert np.ptp(closed) / closed[0] < 1e-9
assert abs(half[0]/half[2] - 4) < 1e-8 and abs(hole[0]/hole[2] - 4/7) < 1e-8


def row(values, digits=2):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print(f"Largest density error, j=1/2..9/2: {worst_density:.1e} per sr")
print(f"Largest filled-sum error: {worst_sum:.1e} per sr")
print(f"Random p1/2 state, 4pi*(max-min): {spread[1]:.1e}")
print(f"Random p3/2 state, 4pi*(max-min): {spread[3]:.3f}")
print("4pi*density at theta = 0, 45, 90 degrees (no unit):")
for twoj, twom in polynomials:
    vals = 4*pi*density(spinor((twoj + 1)//2, twoj, twom, angles, zero))
    print(f"  j={twoj}/2 |m|={twom}/2: {row(vals, 4)}")
print(f"Yb ion with one electron: Z = {Z}")
print(f"Speed of light: {C:.6f} atomic units")
print(f"Hartree energy: {HARTREE_EV:.6f} eV")
print(f"Bohr radius: {BOHR_ANG:.8f} angstrom")
print(f"Nonrelativistic n=2 energy: {E_NONREL*HARTREE_EV:.2f} eV")
print(f"Nonrelativistic 2p mean radius: {5/Z*BOHR_ANG:.6f} angstrom")
for name, res in results.items():
    print(f"{name} energy, numerical: {res['eps']*HARTREE_EV:.2f} eV")
    print(f"{name} energy, formula: {res['formula']*HARTREE_EV:.2f} eV")
    print(f"{name} mean radius: {res['mean_r']*BOHR_ANG:.6f} angstrom")
    print(f"{name} small-component weight: {res['small']:.6f}")
splitting = (results["2p3/2"]["eps"] - results["2p1/2"]["eps"])
print(f"2p3/2 - 2p1/2 splitting: {splitting*HARTREE_EV:.2f} eV")
print(f"Evaluation radius 4a0/Z: {R_EVAL*BOHR_ANG:.6f} angstrom")
for name in results:
    print(f"{name} angle-averaged density there: {average[name]:.2f} /A^3")
print("Densities there at theta = 0, 45, 90 degrees, in 1/angstrom^3:")
parts = orbital_parts("2p1/2", 1, angles, zero)
print("  2p1/2 m=1/2 large, spin up:", row(parts[0]))
print("  2p1/2 m=1/2 large, spin down:", row(parts[1]))
print("  2p1/2 m=1/2 small, both spins:", row(parts[2] + parts[3]))
print("  2p1/2 m=1/2 total:", row(parts.sum(axis=0)))
print("  2p3/2 |m|=1/2:", row(half))
print("  2p3/2 |m|=3/2:", row(three_half))
print("  2p3/2 filled, 4 electrons:", row(closed))
print("  2p3/2 without m=1/2, 3 electrons:", row(hole))
print(f"Pole/equator ratio, 2p3/2 |m|=1/2: {half[0]/half[2]:.4f}")
print(f"Pole/equator ratio, 3 electrons: {hole[0]/hole[2]:.4f}")
print("success")
```

Output:

```
Largest density error, j=1/2..9/2: 3.3e-16 per sr
Largest filled-sum error: 8.9e-16 per sr
Random p1/2 state, 4pi*(max-min): 8.7e-16
Random p3/2 state, 4pi*(max-min): 1.595
4pi*density at theta = 0, 45, 90 degrees (no unit):
  j=1/2 |m|=1/2: 1.0000  1.0000  1.0000
  j=3/2 |m|=1/2: 2.0000  1.2500  0.5000
  j=3/2 |m|=3/2: 0.0000  0.7500  1.5000
  j=5/2 |m|=1/2: 3.0000  0.9375  0.7500
  j=5/2 |m|=3/2: 0.0000  1.5937  0.3750
  j=5/2 |m|=5/2: 0.0000  0.4687  1.8750
Yb ion with one electron: Z = 70
Speed of light: 137.035999 atomic units
Hartree energy: 27.211386 eV
Bohr radius: 0.52917721 angstrom
Nonrelativistic n=2 energy: -16666.97 eV
Nonrelativistic 2p mean radius: 0.037798 angstrom
2s1/2 energy, numerical: -18250.36 eV
2s1/2 energy, formula: -18250.36 eV
2s1/2 mean radius: 0.040805 angstrom
2s1/2 small-component weight: 0.017858
2p1/2 energy, numerical: -18250.36 eV
2p1/2 energy, formula: -18250.36 eV
2p1/2 mean radius: 0.033245 angstrom
2p1/2 small-component weight: 0.017858
2p3/2 energy, numerical: -16948.03 eV
2p3/2 energy, formula: -16948.03 eV
2p3/2 mean radius: 0.036795 angstrom
2p3/2 small-component weight: 0.016583
2p3/2 - 2p1/2 splitting: 1302.34 eV
Evaluation radius 4a0/Z: 0.030239 angstrom
2s1/2 angle-averaged density there: 2115.80 /A^3
2p1/2 angle-averaged density there: 2295.15 /A^3
2p3/2 angle-averaged density there: 2280.66 /A^3
Densities there at theta = 0, 45, 90 degrees, in 1/angstrom^3:
  2p1/2 m=1/2 large, spin up: 2290.22  1145.11  0.00
  2p1/2 m=1/2 large, spin down: 0.00  1145.11  2290.22
  2p1/2 m=1/2 small, both spins: 4.93  4.93  4.93
  2p1/2 m=1/2 total: 2295.15  2295.15  2295.15
  2p3/2 |m|=1/2: 4561.33  2850.83  1140.33
  2p3/2 |m|=3/2: 0.00  1710.50  3421.00
  2p3/2 filled, 4 electrons: 9122.65  9122.65  9122.65
  2p3/2 without m=1/2, 3 electrons: 4561.33  6271.82  7982.32
Pole/equator ratio, 2p3/2 |m|=1/2: 4.0000
Pole/equator ratio, 3 electrons: 0.5714
success
```
